# Threshold for Symmetry Breaking of Counterpropagating Light in a Kerr Ring: a numerical check

```python
"""Symmetry breaking of equally pumped counterpropagating modes in a Kerr ring.

Result under test: the least normalised pump power per direction for which
unequal stationary states exist (at some detuning) is 8/(3 sqrt(3)).
Model: de1/dt = -(1 + i*Delta) e1 + i(|e1|^2 + 2|e2|^2) e1 + sqrt(X), and 1<->2.
X: pump power per direction; Delta: (resonance - laser)/(half linewidth);
a, b: intensities |e1|^2, |e2|^2; u = a + 2b - Delta; time unit 2/kappa.
"""
import numpy as np
from scipy import constants as const
from scipy.optimize import fsolve, minimize_scalar

X_CRIT = 8 / (3 * np.sqrt(3))
U_CRIT = 1 / np.sqrt(3)
I_CRIT = 2 / np.sqrt(3)
DELTA_CRIT = 5 / np.sqrt(3)


def stationary_states(X, delta):
    """All real (a, b), from the two stationary equations as one polynomial in u."""
    q = np.array([1.0, 0.0, 1.0])
    b_num = np.polymul([1.0, delta], q) / 2
    b_num[-1] -= X / 2
    w_num = np.polysub(b_num, delta * q)
    w_num[-1] += 2 * X
    q2 = np.polymul(q, q)
    left = np.polymul(b_num, np.polyadd(q2, np.polymul(w_num, w_num)))
    roots = np.roots(np.polysub(left, X * np.polymul(q2, q)))
    u = roots[np.abs(roots.imag) < 1e-9].real
    return X / (1 + u**2), np.polyval(b_num, u) / (1 + u**2)


def unequal_detunings(X, detunings):
    found = []
    for delta in detunings:
        a, b = stationary_states(X, delta)
        if np.any(np.abs(a - b) > 3e-3):
            found.append(delta)
    return found


# Threshold located by bisection on the complete set of stationary states
detuning_grid = np.arange(-2.0, 8.0, 0.02)
low, high = 1.0, 2.0
assert not unequal_detunings(low, detuning_grid)
band = unequal_detunings(high, detuning_grid)
assert band
for _ in range(16):
    middle = (low + high) / 2
    hits = unequal_detunings(middle, detuning_grid)
    if hits:
        high, band = middle, hits
    else:
        low = middle
X_found, delta_found = (low + high) / 2, np.mean(band)
# tolerances reflect the finite detuning grid
assert abs(X_found - X_CRIT) < 2e-4
assert abs(delta_found - DELTA_CRIT) < 0.04


def rate(field, delta, drive, dispersion=0.0, coupling=0.0, common=0.0):
    """Field equations; rows are directions, columns are points round the ring."""
    power = np.abs(field)**2
    mean = power.mean(axis=1)
    n = field.shape[1]
    if n == 1:
        linear = -(1 + 1j * delta) * field
    else:
        m = np.fft.fftfreq(n, 1 / n)
        loss = -(1 + 1j * (delta + dispersion * m**2))
        linear = np.fft.ifft(loss * np.fft.fft(field, axis=1), axis=1)
    shift = power + 2 * mean[::-1, None] + common * mean.sum()
    return linear + 1j * shift * field + 1j * coupling * field[::-1] + drive


def eigenvalues(field, *args, **kwargs):
    """Eigenvalues of the central-difference Jacobian in real variables."""
    size, step = field.size, 1e-5
    jac = np.zeros((2 * size, 2 * size))
    for k in range(2 * size):
        bump = np.zeros(size, complex)
        bump[k % size] = step if k < size else 1j * step
        bump = bump.reshape(field.shape)
        diff = (rate(field + bump, *args, **kwargs)
                - rate(field - bump, *args, **kwargs)).ravel() / (2 * step)
        jac[:, k] = np.concatenate([diff.real, diff.imag])
    return np.linalg.eigvals(jac)


def equal_field(X, u, n=1):
    return np.sqrt(X) / (1 - 1j * u) * np.ones((2, n), complex)


# Eigenvalue formulas for the equal state, including cases with u < 0
for X, u in [(1.0, 0.4), (2.5, 0.8), (3.0, 2.0), (1.2, -0.5)]:
    I = X / (1 + u**2)
    numeric = eigenvalues(equal_field(X, u), 3 * I - u, np.sqrt(X))
    anti = np.sqrt(complex(2 * I * u - u**2))
    symm = np.sqrt(complex(-(u**2 + 6 * I * u)))
    for value in (-1 + anti, -1 - anti, -1 + symm, -1 - symm):
        assert np.min(np.abs(numeric - value)) < 1e-6


def largest_growth(X, coupling=0.0, common=0.0):
    """Largest growth rate of the equal state over a range of u > 0."""
    growth = []
    for u in np.linspace(0.1, 1.4, 131):
        I = X / (1 + u**2)
        delta = (3 + 2 * common) * I + coupling - u
        field = equal_field(X, u)
        assert np.max(np.abs(rate(field, delta, np.sqrt(X), coupling=coupling,
                                  common=common))) < 1e-10
        growth.append(eigenvalues(field, delta, np.sqrt(X), coupling=coupling,
                                  common=common).real.max())
    return max(growth)


def backscatter_threshold(beta):
    return minimize_scalar(
        lambda v: (1 + v**2) * (1 + (v + 2 * beta)**2) / (2 * v),
        bounds=(0.1, 1.5), method="bounded").fun


beta = 0.05
X_plus, X_minus = backscatter_threshold(beta), backscatter_threshold(-beta)
for threshold, coupling, common in [(X_CRIT, 0.0, 0.0), (X_CRIT, 0.0, 5.0),
                                    (X_plus, beta, 0.0), (X_minus, -beta, 0.0)]:
    assert largest_growth(0.995 * threshold, coupling, common) < -1e-4
    assert largest_growth(1.005 * threshold, coupling, common) > 1e-4


def integrate(field, start, end, duration, drive, dt=0.1):
    """Fourth-order Runge-Kutta with a linear detuning ramp."""
    steps = int(round(duration / dt))
    slope = (end - start) / steps
    for k in range(steps):
        d0, d1 = start + slope * k, start + slope * (k + 1)
        dm = (d0 + d1) / 2
        k1 = rate(field, d0, drive)
        k2 = rate(field + dt / 2 * k1, dm, drive)
        k3 = rate(field + dt / 2 * k2, dm, drive)
        k4 = rate(field + dt * k3, d1, drive)
        field = field + dt / 6 * (k1 + 2 * k2 + 2 * k3 + k4)
    return field


def scan_and_kick(X):
    """Scan from the blue side, settle, disturb one direction, and wait."""
    I = X / (1 + U_CRIT**2)
    target, drive = 3 * I - U_CRIT, np.sqrt(X)
    field = integrate(np.zeros((2, 1), complex), -2.0, target, 200, drive)
    field = integrate(field, target, target, 40, drive)
    assert np.max(np.abs(np.abs(field)**2 - I)) < 1e-4
    field = field + np.array([[1e-3], [0.0]])
    field = integrate(field, target, target, 900, drive)
    return target, np.abs(field[:, 0])**2


_, below = scan_and_kick(0.95 * X_CRIT)
assert abs(below[0] - below[1]) < 1e-9
X_above = 1.05 * X_CRIT
delta_above, above = scan_and_kick(X_above)
assert abs(above[0] - above[1]) > 0.1
a_all, b_all = stationary_states(X_above, delta_above)
assert np.min(np.hypot(a_all - above[0], b_all - above[1])) < 1e-6

# Comb sidebands at the critical point: formula against the full field equation
side = U_CRIT + I_CRIT
field8 = equal_field(X_CRIT, U_CRIT, 8)
growth_anomalous = eigenvalues(field8, DELTA_CRIT, np.sqrt(X_CRIT),
                               dispersion=side).real.max()
growth_normal = eigenvalues(field8, DELTA_CRIT, np.sqrt(X_CRIT),
                            dispersion=-side).real.max()
assert abs(growth_anomalous - (I_CRIT - 1)) < 1e-6
assert abs(growth_normal) < 1e-6
offset = 1.4
numeric = eigenvalues(field8, DELTA_CRIT, np.sqrt(X_CRIT), dispersion=offset)
predicted = -1 + np.sqrt(I_CRIT**2 - (side - offset)**2)
assert np.min(np.abs(numeric - predicted)) < 1e-6


def imbalance_response(relative):
    """Intensity difference at the critical detuning for unequal pumps."""
    dX = relative * X_CRIT

    def residual(ab):
        a, b = ab
        return [a * (1 + (a + 2 * b - DELTA_CRIT)**2) - X_CRIT - dX / 2,
                b * (1 + (b + 2 * a - DELTA_CRIT)**2) - X_CRIT + dX / 2]

    guess = (4 * dX)**(1 / 3)
    ab = fsolve(residual, [I_CRIT + guess / 2, I_CRIT - guess / 2], xtol=1e-12)
    assert np.max(np.abs(residual(ab))) < 1e-9
    return ab[0] - ab[1], ab[0] + ab[1], guess


small_diff, _, small_law = imbalance_response(1e-4)
assert abs(small_diff / small_law - 1) < 0.02
pump_imbalance = 0.01
imb_diff, imb_sum, imb_law = imbalance_response(pump_imbalance)

# Worked example: rough round values for a high-Q dielectric microring
wavelength = 1550e-9
Q_loaded = 2e6
n_index, n_group = 2.0, 2.1
n2 = 2.5e-19             # m^2/W
area = 1e-12             # m^2
radius = 100e-6          # m
absorbed_fraction = 0.05
thermal_resistance = 500.0   # K/W
dn_dT = 2.5e-5           # 1/K
raman_gain = 1e-13       # m/W
gap_eV = 5.0
breakdown = 10.0         # MV/cm

omega = 2 * np.pi * const.c / wavelength
kappa = omega / Q_loaded
kappa_ext = kappa_int = kappa / 2
length = 2 * np.pi * radius
g = omega * n2 * const.c / (n_group**2 * length * area)
power_unit = kappa**3 / (8 * g * kappa_ext)
P_crit = X_CRIT * power_unit
energy = I_CRIT * kappa / (2 * g)
P_circ = energy * const.c / (n_group * length)
intensity = P_circ / area

# Physical check: index shift sets the resonance, then energy must balance
laser_offset = DELTA_CRIT * kappa / 2
kerr_shift = omega * 3 * n2 * intensity / n_group
amplitude = np.sqrt(kappa_ext * P_crit) / (kappa / 2 + 1j * (laser_offset - kerr_shift))
assert abs(abs(amplitude)**2 / energy - 1) < 1e-10
P_out = abs(np.sqrt(P_crit) - np.sqrt(kappa_ext) * amplitude)**2
assert abs((P_crit - P_out) / (kappa_int * energy) - 1) < 1e-10

heat = absorbed_fraction * 2 * kappa_int * energy
warming = heat * thermal_resistance
thermal_shift = omega * dn_dT * warming / n_group / (kappa / 2)
raman_ratio = raman_gain * 2 * intensity * const.c / n_group / kappa
peak_field = 2 * np.sqrt(2 * intensity / (n_index * const.epsilon_0 * const.c))
photon_eV = const.h * const.c / wavelength / const.e
photons_for_gap = int(np.ceil(gap_eV / photon_eV))
MHz = 2 * np.pi * 1e6

print("NORMALISED RESULTS (dimensionless)")
print(f"threshold X, formula: {X_CRIT:.5f}")
print(f"threshold X, bisection: {X_found:.5f}")
print(f"critical u: {U_CRIT:.4f}")
print(f"critical intensity per direction: {I_CRIT:.4f}")
print(f"critical detuning, formula: {DELTA_CRIT:.4f}")
print(f"critical detuning, search: {delta_found:.3f}")
print(f"difference after kick, X 5% below: {abs(below[0]-below[1]):.1e}")
print(f"X 5% above threshold: {X_above:.4f}")
print(f"detuning used there: {delta_above:.4f}")
print(f"split intensities there: {above.max():.4f}, {above.min():.4f}")
print(f"intensity ratio there: {above.max()/above.min():.3f}")
print("EXAMPLE INPUTS (rough)")
print(f"wavelength: {wavelength*1e9:.0f} nm")
print(f"loaded Q (critical coupling): {Q_loaded:.1e}")
print(f"index, group index: {n_index:.1f}, {n_group:.1f}")
print(f"Kerr index n2: {n2*1e4:.1e} cm2/W")
print(f"mode area: {area*1e12:.1f} um2")
print(f"ring radius: {radius*1e6:.0f} um")
print("EXAMPLE RESULTS")
print(f"kappa: {kappa:.4e} 1/s")
print(f"linewidth kappa/2pi: {kappa/MHz:.2f} MHz")
print(f"Kerr shift per energy g: {g:.4e} 1/(s J)")
print(f"power for X = 1: {power_unit*1e3:.3f} mW")
print(f"threshold power per direction: {P_crit*1e3:.3f} mW")
print(f"threshold power per direction: {10*np.log10(P_crit*1e3):.2f} dBm")
print(f"resonance minus laser (cold): {laser_offset/MHz:.1f} MHz")
print(f"Kerr shift of each resonance: {kerr_shift/MHz:.1f} MHz")
print(f"stored energy per direction: {energy*1e12:.2f} pJ")
print(f"circulating power per direction: {P_circ:.3f} W")
print(f"transmitted fraction: {P_out/P_crit:.3f}")
print("NEGLECTED EFFECTS")
print(f"backscatter splitting/linewidth: {beta:.2f}")
print(f"threshold X, beta > 0: {X_plus:.4f} ({100*(X_plus/X_CRIT-1):+.1f}%)")
print(f"threshold X, beta < 0: {X_minus:.4f} ({100*(X_minus/X_CRIT-1):+.1f}%)")
print(f"pump difference/mean: {100*pump_imbalance:.1f}%")
print(f"resulting a-b, solved: {imb_diff:.4f}; cube-root law: {imb_law:.4f}")
print(f"resulting (a-b)/(a+b): {100*imb_diff/imb_sum:.1f}%")
print(f"absorbed share of lost power: {100*absorbed_fraction:.0f}%")
print(f"thermal resistance: {thermal_resistance:.0f} K/W")
print(f"dn/dT: {dn_dT:.1e} 1/K")
print(f"warming: {warming:.3f} K")
print(f"thermal shift: {thermal_shift:.2f} half linewidths")
print(f"Raman gain coefficient: {raman_gain*100:.0e} cm/W")
print(f"Raman gain/cavity loss: {raman_ratio:.3f}")
print(f"peak standing-wave field: {peak_field*1e-8:.3f} MV/cm")
print(f"rough breakdown field: {breakdown:.0f} MV/cm")
print(f"photon energy: {photon_eV:.3f} eV; assumed gap: {gap_eV:.1f} eV")
print(f"photons needed to cross gap: {photons_for_gap}")
print(f"peak sideband growth, anomalous: {growth_anomalous:.4f} kappa/2")
print(f"largest growth, normal dispersion: {abs(growth_normal):.4f} kappa/2")
print("success")
```

Output:

```
NORMALISED RESULTS (dimensionless)
threshold X, formula: 1.53960
threshold X, bisection: 1.53962
critical u: 0.5774
critical intensity per direction: 1.1547
critical detuning, formula: 2.8868
critical detuning, search: 2.880
difference after kick, X 5% below: 3.8e-14
X 5% above threshold: 1.6166
detuning used there: 3.0600
split intensities there: 1.4631, 0.9604
intensity ratio there: 1.523
EXAMPLE INPUTS (rough)
wavelength: 1550 nm
loaded Q (critical coupling): 2.0e+06
index, group index: 2.0, 2.1
Kerr index n2: 2.5e-15 cm2/W
mode area: 1.0 um2
ring radius: 100 um
EXAMPLE RESULTS
kappa: 6.0763e+08 1/s
linewidth kappa/2pi: 96.71 MHz
Kerr shift per energy g: 3.2871e+19 1/(s J)
power for X = 1: 2.808 mW
threshold power per direction: 4.323 mW
threshold power per direction: 6.36 dBm
resonance minus laser (cold): 139.6 MHz
Kerr shift of each resonance: 167.5 MHz
stored energy per direction: 10.67 pJ
circulating power per direction: 2.425 W
transmitted fraction: 0.250
NEGLECTED EFFECTS
backscatter splitting/linewidth: 0.05
threshold X, beta > 0: 1.6837 (+9.4%)
threshold X, beta < 0: 1.4166 (-8.0%)
pump difference/mean: 1.0%
resulting a-b, solved: 0.3949; cube-root law: 0.3949
resulting (a-b)/(a+b): 17.1%
absorbed share of lost power: 5%
thermal resistance: 500 K/W
dn/dT: 2.5e-05 1/K
warming: 0.162 K
thermal shift: 7.72 half linewidths
Raman gain coefficient: 1e-11 cm/W
Raman gain/cavity loss: 0.114
peak standing-wave field: 0.604 MV/cm
rough breakdown field: 10 MV/cm
photon energy: 0.800 eV; assumed gap: 5.0 eV
photons needed to cross gap: 7
peak sideband growth, anomalous: 0.1547 kappa/2
largest growth, normal dispersion: 0.0000 kappa/2
success
```
